Dissipation Dilution in a Clamped String under Tension

## I. Where a tensioned string loses energy

A thin ribbon held under static tension between two clamps can ring with a quality factor far above the inverse loss angle of its material. For flexural mode n = 1, 2, 3, …,

Q = D/φ, (1)

1/D = 2λ + (n²π² + 4)λ² + O(λ³) at fixed n, (2)

λ = (h/L)√(E/(12σ)). (3)

Here L is the length, h the thickness, E the Young modulus, σ the static tensile stress and φ the loss angle of the material. The number D is called the dilution factor. The term 2λ comes from bending in two short layers at the clamps, n²π²λ² from the curvature of the sinusoidal mode between them, and 4λ² is a correction to the clamp term. Since λ is small for a long, thin, tensioned ribbon, D is large.

The algebra is in atomic units, in which ħ, the electron mass and the elementary charge equal one, so that a frequency is also an energy. The mechanics is classical. The assumptions are these:

- The ribbon is uniform and elastically isotropic, with φ ≪ 1 the same throughout the thickness.
- The amplitude is small, λ ≪ 1 and nπλ ≪ 1.
- The stress obeys σ ≪ E, and the ribbon is narrow compared with the clamp layer found below, so that bending is governed by the uniaxial modulus E.
- The clamps are rigid and lossless, and there is no loss to gas or to sound radiated into the supports.

### Strain and stored energy

Let X run along the ribbon from 0 to L and let z be the height above its middle plane, from −h/2 to h/2. The deflection is w(X,t), and a subscript X denotes a derivative. With width b, the cross-section has area A = bh and second moment

I = b∫z²dz = bh³/12. (4)

Three strains act along X. The first is the static prestrain ε₀ = σ/E. The second is bending: a fibre at height z is shortened by z times the curvature, which gives −z w_XX. The third is elongation. If v is the axial displacement, a tilted element has the additional middle-plane strain v_X + w_X²/2 to second order in the deflection.

This elongation is nearly uniform along X. The flexural pattern varies at the speed √(σ/ρ), with ρ the mass density, whereas axial waves travel at √(E/ρ), which is much larger. The axial force therefore has time to even out. Averaging v_X + w_X²/2 over the length removes v_X, because v vanishes at both clamps:

e_m(t) = (1/(2L)) ∫w_X² dX. (5)

The total strain is

e = ε₀ + e_m − z w_XX. (6)

The elastic energy per volume is Ee²/2. On integration over the cross-section the term linear in z vanishes, since the range of z is symmetric, and the term in z² gives I. The energy is then

(EAL/2)(ε₀ + e_m)² + (EI/2)∫w_XX² dX. (7)

Expand the square. The part ε₀² is a constant. The part e_m² is of fourth order in the deflection and is dropped. The cross term is EALε₀e_m = σALe_m, which by (5) equals (σA/2)∫w_X² dX. With the tension T = σA, the energy of the vibration is

V = (T/2)∫w_X² dX + (EI/2)∫w_XX² dX. (8)

The first term is the work done against a static tension by a second-order elongation. Without prestress it would be absent at this order.

### Loss in one cycle

Let a strain vary as e₁cos ωt. A material with loss angle φ answers with the complex modulus E(1 + iφ), in the convention where time dependence is the real part of exp(iωt). The varying stress is therefore Ee₁(cos ωt − φ sin ωt). The work absorbed per volume in one period is the integral of stress times strain rate:

∮Ee₁(cos ωt − φ sin ωt)(−ωe₁ sin ωt)dt = πφEe₁². (9)

The product of cosine and sine integrates to zero, and ω sin²ωt integrates to π. The peak elastic energy of the same strain is Ee₁²/2, so the loss is 2πφ times that energy.

At first order in the deflection the one strain that varies is −z w_XX. The elongation e_m is of second order, and its loss is of fourth order. Hence the loss at the order kept in (8) is

ΔW = 2πφW_b, (10)

where W_b is the peak value of the bending term in (8). The quality factor is defined by Q = 2πW/ΔW, where W is the total vibration energy. At maximum deflection the velocity is zero, so W is the peak value of V. Therefore

Q = W/(φW_b), D = W/W_b. (11)

Tension energy enters W but not the loss. This is the meaning of dilution: the lossy bending energy is a small part of the energy stored.

### The mode equation

The kinetic energy is (ρA/2)∫(∂w/∂t)² dX. To find the restoring force, vary (8) by δw:

δV = T∫w_X δw_X dX + EI∫w_XX δw_XX dX. (12)

Integrate the first term by parts once and the second twice. Because δw and δw_X vanish at the clamps, no boundary terms remain, and δV = ∫(−T w_XX + EI w_XXXX)δw dX. The force per length is minus the bracket, so

ρA ∂²w/∂t² = T w_XX − EI w_XXXX. (13)

Set X = Lx and w = u(x)cos ωt, and let primes denote derivatives with respect to x. Then −ρAω²u = (T/L²)u″ − (EI/L⁴)u⁗. Multiplication by −L²/T gives

λ²u⁗ − u″ = Ω²u, (14)

λ² = EI/(TL²) = Eh²/(12σL²), Ω = ωL√(ρ/σ). (15)

The first relation is the square of (3). The clamped conditions are u = u′ = 0 at x = 0 and x = 1.

Multiply (14) by u and integrate over x. Two integrations by parts turn ∫u u⁗dx into ∫u″²dx, and one turns −∫u u″dx into ∫u′²dx. The boundary terms vanish at the clamps. With

B = λ²∫u″²dx, S = ∫u′²dx, N = ∫u²dx, (16)

the result is B + S = Ω²N. In the scaled variables the peak bending energy in (8) is (T/(2L))B and the peak tension energy is (T/(2L))S. Equation (11) becomes

1/D = B/(B + S) = B/(Ω²N). (17)

### The clamp layer

Away from the clamps bending is weak and (14) reduces to −u″ = Ω²u, whose solutions are sinusoidal. A sine can vanish at x = 0, but its slope there is not zero. The clamp requires zero slope, and the stiffness term must supply the transition.

Suppose that the transition has width λ. There u is of order nπλ. The stiffness term λ²u⁗ is then of order nπ/λ, and Ω²u is of order n³π³λ. Their ratio, n²π²λ², is small, so near x = 0

λ²u⁗ = u″. (18)

This is a second-order equation for u″. Its solution that does not grow into the ribbon is u″ = C exp(−x/λ). Integrating once with u′(0) = 0 gives u′ = λC[1 − exp(−x/λ)]. Integrating again with u(0) = 0 gives u = λC[x − λ + λ exp(−x/λ)]. Beyond the layer the slope is λC, and it must equal the slope k of the adjoining sine of unit amplitude. Thus

u = k[x − λ + λ exp(−x/λ)], (19)

u″ = (k/λ)exp(−x/λ). (20)

In physical length the layer extends over

ℓ = λL = √(EI/T) = h√(E/(12σ)), (21)

which does not depend on L. This is a decay length: at x = λ the slope has reached 1 − 1/e, or 63 per cent, of the slope of the mode, and the rest follows within a few more such lengths. At the clamp itself the curvature is larger than the greatest curvature of the sine, k², by the factor 1/(kλ).

Each layer contributes to B

λ²(k²/λ²)∫₀^∞ exp(−2x/λ)dx = k²λ/2, (22)

where the upper limit may be infinite because the exponential has died out long before the middle. The two clamps have slopes of equal size, so together they give k²λ. At leading order k = nπ, and the total B + S is the string value ∫n²π²cos²(nπx)dx = n²π²/2. The clamp part of 1/D is therefore n²π²λ/(n²π²/2) = 2λ.

### The curvature of the mode

In the interior, u = sin nπx gives u″ = −n²π²sin nπx. Its contribution to B is λ²n⁴π⁴/2, and division by n²π²/2 gives n²π²λ². This is the loss caused by the curvature of the mode itself.

The square of u″ also contains a product of the two curvatures. By (19) the sine continues into the layer as k(x − λ), so its curvature there is −k³(x − λ). The product with (20) involves

∫₀^∞ (x − λ)exp(−x/λ)dx = λ² − λ² = 0. (23)

There is no cross term at this order.

### The correction 4λ²

Equation (19) also shows that the sine, continued toward the clamp, vanishes at x = λ and not at x = 0. By symmetry its other end is at x = 1 − λ. The interior string behaves as if it were shorter by two layer lengths:

u = sin k(x − λ), k(1 − 2λ) = nπ. (24)

The terms neglected in the layer and in the interior equation are smaller by k²λ², so to relative order λ one may use Ω² = k². The integral of u² is

N = ∫ sin²k(x − λ)dx = (1 − 2λ)/2, (25)

taken from λ to 1 − λ, which is a whole number of half-waves. The layers add terms of order λ³, since u² is of order k²λ² over a width of order λ. By (17) the clamp part of 1/D is

k²λ/[k²(1 − 2λ)/2] = 2λ/(1 − 2λ) = 2λ + 4λ² + O(λ³). (26)

The interior part is λ²k⁴N/(k²N) = λ²k² = n²π²λ² + O(λ³). The sum of the two parts is (2). The 4λ² has the same formal order as the curvature term, and for n = 1 it amounts to 4/π², or about 0.4, of that term. Both are small beside 2λ in the lowest mode.

### Hinged ends

If the ends are hinged, the conditions are u = u″ = 0, and u = sin nπx solves (14) throughout. The boundary terms leading to (17) again vanish. Then B = λ²n⁴π⁴/2 and S = n²π²/2, so

1/D = n²π²λ²/(1 + n²π²λ²). (27)

The term linear in λ is absent. It is thus the zero-slope condition, and not the fixed end position, that limits Q in the low modes of the clamped string.

### Loss by elongation

The neglected loss of e_m sets a limit on the amplitude. Take viscous damping, with stress Ee + η ∂e/∂t, so that φ = ηω/E at the mode frequency. The dissipated power per volume is η(∂e/∂t)². For peak deflection a in a low mode, w = a sin(nπx)cos ωt outside the layers, and (5) gives

e_m = (n²π²a²/(4L²))cos²ωt = (n²π²a²/(8L²))(1 + cos 2ωt). (28)

The time average of (∂e_m/∂t)² is half the square of 2ω times the amplitude, or 2ω²(n²π²a²/(8L²))². For bending, the thickness average of z² is h²/12 and, by (20), ∫u″²dx = n²π²/λ for unit amplitude. The corresponding average is (ω²/2)(h²/12)(a²/L⁴)(n²π²/λ). The quotient is

elongation loss/bending loss = (3/4)n²π²λ(a/h)². (29)

The cross term between the two strain rates is odd in z and integrates to zero. Equation (29) holds at leading order, where the clamp layers dominate the bending loss. The linear theory requires this ratio to be small.

## II. Frequency condition, stress dependence and a worked example

The ribbon has length L, thickness h, density ρ, Young modulus E, loss angle φ and static stress σ. With x = X/L, its modes obey λ²u⁗ − u″ = Ω²u with u = u′ = 0 at both ends, where λ = (h/L)√(E/(12σ)) and Ω = ωL√(ρ/σ). The quality factor is Q = D/φ, and 1/D = λ²∫u″²dx/(Ω²∫u²dx) is the bending fraction of the energy. The clamp layers have length ℓ = λL. For fixed n and small λ, 1/D = 2λ + (n²π² + 4)λ².

The same dilution factor can be obtained from the frequency alone. That route gives a formula which does not require nπλ to be small.

### Dilution from the dependence of frequency on stiffness

Write p = λ² and let v = ∂u/∂p at fixed n. The derivative of the mode equation with respect to p is

u⁗ + p v⁗ − v″ = (dΩ²/dp)u + Ω²v. (30)

Multiply by u and integrate. Since v satisfies the same clamped conditions as u, integration by parts moves the derivatives without boundary terms:

∫u(p v⁗ − v″)dx = ∫v(p u⁗ − u″)dx = Ω²∫uv dx. (31)

This cancels the last term of (30). What remains is ∫u″²dx = (dΩ²/dp)∫u²dx. Multiplication by p/(Ω²∫u²dx) gives the bending fraction:

1/D = (p/Ω²)dΩ²/dp = d ln Ω/d ln λ. (32)

The last step uses ln Ω² = 2 ln Ω and ln p = 2 ln λ. The derivative is taken at fixed mode number.

Equation (32) also gives Q directly. The static tension is real, so loss enters by replacing p with p(1 + iφ). To first order in φ, Ω² becomes Ω²(1 + iφ/D). The frequency is then ω(1 + iφ/(2D)), the amplitude decays as exp(−ωφt/(2D)) and the energy as exp(−ωφt/D). The fraction of energy lost per period is 2πφ/D, which is 2π/Q with Q = D/φ.

A simple limit follows. Without tension λ → ∞, the mode equation becomes λ²u⁗ = Ω²u, and Ω is proportional to λ. Then (32) gives D = 1. An unstressed beam has no dilution.

### The wavenumber condition

A sinusoidal solution with wavenumber k and an exponential solution with rate q satisfy

λ²k⁴ + k² = Ω², λ²q⁴ − q² = Ω². (33)

Subtract the first from the second: λ²(q⁴ − k⁴) = q² + k². Division by q² + k² gives

q² = k² + 1/λ². (34)

With s = λk, this reads λq = √(1 + s²), and (33) gives Ω = k√(1 + s²).

Modes are even or odd about the middle. Let y = x − 1/2. An even mode is u = a₁cos ky + a₂cosh qy. The conditions at y = 1/2 are

a₁cos(k/2) + a₂cosh(q/2) = 0,
−a₁k sin(k/2) + a₂q sinh(q/2) = 0. (35)

Eliminating a₂ gives k sin(k/2) = −q cos(k/2)tanh(q/2). An odd mode is u = a₁sin ky + a₂sinh qy, with

a₁sin(k/2) + a₂sinh(q/2) = 0,
a₁k cos(k/2) + a₂q cosh(q/2) = 0. (36)

Elimination now gives q sin(k/2) = k cos(k/2)tanh(q/2).

Since q > 1/λ, tanh(q/2) differs from one by less than about 2exp(−1/λ), which is negligible for λ ≪ 1. The even condition becomes cot(k/2) = −k/q, so k/2 is an odd multiple of π/2 plus arctan(k/q). The odd condition becomes tan(k/2) = k/q, so k/2 is a multiple of π plus arctan(k/q). Both are contained in

k = nπ + 2 arctan(k/q), k/q = s/√(1 + s²), (37)

with odd n for even modes and even n for odd modes.

For small s the arctangent is s + O(s³), so k(1 − 2λ) = nπ at leading order. This is the shortening by one layer length at each end. The frequency is Ω = nπ(1 + 2λ) to first order in λ.

### A closed formula for the dilution factor

Let τ = s/√(1 + s²). Its derivative and the factor needed for the arctangent are

dτ/ds = (1 + s²)^(−3/2), 1 + τ² = (1 + 2s²)/(1 + s²). (38)

Differentiating (37) at fixed n gives dk/ds = 2(dτ/ds)/(1 + τ²). Define g as the logarithmic derivative of k with respect to s. Because s/k = λ,

g = d ln k/d ln s = 2λ/[(1 + 2s²)√(1 + s²)]. (39)

From ln λ = ln s − ln k follows d ln λ/d ln s = 1 − g. From ln Ω = ln k + (1/2)ln(1 + s²) follows d ln Ω/d ln s = g + s²/(1 + s²). Their quotient, by (32), is

1/D = [s²/(1 + s²) + g]/(1 − g). (40)

Within the beam model this omits only terms exponentially small in 1/λ.

To recover the expansion at fixed n, use s² = n²π²λ² + O(λ³), g = 2λ + O(λ³) and 1/(1 − g) = 1 + 2λ + O(λ²). Then

1/D = (n²π²λ² + 2λ)(1 + 2λ) + O(λ³) = 2λ + (n²π² + 4)λ² + O(λ³). (41)

When s is large, g becomes small and (40) tends to D = 1. A high mode is governed by bending even in a tensioned ribbon, and its dilution is lost.

### Crossover from clamp loss to curvature loss

At leading order the clamp and curvature terms are equal when 2λ = n²π²λ², or

n* = √(2/λ)/π. (42)

For n well below n*, D is nearly 1/(2λ) and hardly depends on mode number. For n well above n*, but still with nπλ ≪ 1, D falls as 1/(n²π²λ²).

The energy in the layers can be followed through the crossover. Near the left clamp the mode is

u = sin(kx − θ) + sin θ exp(−qx), tan θ = k/q, (43)

which satisfies u(0) = 0 and u′(0) = k cos θ − q sin θ = 0. The product of its two parts integrates to sin θ (k cos θ − q sin θ)/(k² + q²) = 0, so the layer and the sine have separate bending energies. The exponential part in both layers gives

2λ²q⁴sin²θ/(2q) = λ²q³sin²θ, sin²θ = k²/(k² + q²) = s²/(1 + 2s²). (44)

Since λq = √(1 + s²) and s² = λ²k², this equals λk²(1 + s²)^(3/2)/(1 + 2s²). The total is Ω²N, with Ω² = k²(1 + s²) and N = (1 − 2λ)/2 up to terms of order λs². The layer part of 1/D is

2λ√(1 + s²)/[(1 + 2s²)(1 − 2λ)] ≈ 2λ(1 + 2λ − 3s²/2). (45)

It changes little with n as long as s² is small. The fall of D in high modes comes from the growing curvature of the sine.

### How stress raises Q

Keep E, h, L, φ and the vibration amplitude fixed, and take n ≪ n*. For peak deflection a, the leading stored and bending energies are

W = (T/(2L))a²n²π²/2, W_b = (T/(2L))a²n²π²λ. (46)

Since T is proportional to σ and λ to 1/√σ, W grows as σ and W_b as √σ. The loss per cycle, 2πφW_b, therefore increases with stress, because the layer is shorter and more sharply bent. The stored energy increases faster, and Q grows as √σ. For n ≫ n*, but still with nπλ ≪ 1, the bending energy of the sine, (EI/(2L³))a²n⁴π⁴/2, does not depend on stress, and Q tends toward growth as σ. The two conditions leave a narrow window: for the worked example below, a fourfold stress raises Q by a factor 3.78 at n = 101 and 3.73 at n = 201, short of 4.

In terms of the prestrain ε₀ = σ/E, the low modes have

D ≈ 1/(2λ) = (L/h)√(3ε₀). (47)

This connects Q to misfit. Suppose that a film is bonded to a substrate with equal tensile strains ε₀ along both in-plane directions. With Poisson ratio ν, plane stress gives σ_X = E(ε_X + νε_Y)/(1 − ν²) = Eε₀/(1 − ν). When a narrow ribbon is cut and released, its lateral stress vanishes, while rigid end clamps preserve ε_X = ε₀. The stress becomes σ = Eε₀, lower by the factor 1 − ν. This released stress is the one that belongs in λ.

### Worked example

Take round model parameters: E = 1.5 eV/Å³, σ = 0.006 eV/Å³, h = 500 Å, L = 5×10⁶ Å, ρ = 3500 electron masses per Å³ and φ = 10⁻⁴. The prestrain is 0.006/1.5 = 0.004, and

λ = (500/(5×10⁶))√(1.5/(12 × 0.006)) = 4.564×10⁻⁴. (48)

The clamp-layer length is λL = 2282 Å, about 4.6 thicknesses. For the fundamental, the three terms of 1/D are

2λ = 9.129×10⁻⁴, π²λ² = 2.06×10⁻⁶, 4λ² = 8.3×10⁻⁷. (49)

Their sum is 9.158×10⁻⁴, so D = 1.09×10³. Without tension Q would be 1/φ = 10⁴. With tension it is 1.09×10⁷.

In atomic units ω = (Ω/L)√(σ/ρ), with Ω = π(1 + 2λ). Evaluated with the parameters converted to those units, this gives ħω = 2.273×10⁻⁹ eV, or 549.6 kHz.

The crossover is at n* = √(2/(4.564×10⁻⁴))/π = 21.1. The following values come from a finite-element solution of the mode equation with cubic Hermite elements, which carry deflection and slope at each node. The elements have length λ/5 at the clamps and at most 0.003 elsewhere, in units of L. "Near" is the bending energy within 8λ of either clamp and "inside" is the rest, both divided by the total energy and multiplied by 10⁴.

n | near | inside | D | Q
1 | 9.137 | 0.021 | 1092 | 1.09×10⁷
5 | 9.136 | 0.515 | 1036 | 1.04×10⁷
10 | 9.134 | 2.059 | 893 | 8.93×10⁶
21 | 9.126 | 9.074 | 549 | 5.49×10⁶
42 | 9.115 | 36.18 | 221 | 2.21×10⁶

For n = 1 the near part exceeds 2λ by 8.3×10⁻⁷, the value of 4λ², which places that correction at the clamps. The near part then falls slightly, as (45) says, though it also includes the curvature of the sine within 8λ. At n = 21 the near part is 50 per cent of the bending energy. At n = 42 the expansion (2) gives D = 220.2 and the closed formula (40) gives 220.8, since nπλ is no longer very small.

With hinged ends the fundamental would have D = 4.86×10⁵, about 445 times the clamped value. This is the cost of forcing the slope to zero.

If the stress is made four times larger at the same mean-square deflection, the finite-element modes give a stored energy 3.996 times larger, a bending loss 1.995 times larger and a Q 2.003 times larger. The leading laws give 4, 2 and 2. The first departure follows from Ω = nπ(1 + 2λ): halving λ multiplies Ω² by about 1 − 2λ, and 4(1 − 2λ) = 3.996.

The loss by elongation, evaluated from the arc length of the fundamental through a cycle with viscous damping, is 0.34 per cent of the bending loss for a peak deflection equal to h. For a deflection of 3h it is 3.0 per cent, in keeping with the square law (29).

### Limits of the result

The digits of D above belong to the beam model. Its weakest point is the clamp layer, which is only a few thicknesses long. In general ℓ/h = 1/√(12ε₀), so a larger prestrain makes the layer shorter and the model less accurate.

Shear gives one correction. The shear force in the layer is of order EI/ℓ² times the slope, and by (21) EI/ℓ² = T. Division by the shear stiffness, of order GA with G the shear modulus, gives a shear angle of order σ/G relative to the slope. This is small when σ ≪ G, but it need not be small beside the terms in λ². For the example, a shear-deformable (Timoshenko) beam with ν = 0.25, shear coefficient 5/6 and the same loss angle for G as for E gives D = 1086 instead of 1092 in the fundamental. The rise in 1/D, about 5×10⁻⁶, exceeds the terms π²λ² and 4λ² of (49) together. For these parameters the fundamental is therefore fixed physically only to the accuracy of the clamp term 2λ.

The support can matter more. If it rotates under the bending moment, the end slope is w_X(0) = c h w_XX(0), where the number c depends on the shape and elasticity of the support. Compared with the slope change ℓw_XX(0) across the layer, this is c h/ℓ. In the example h/ℓ is 0.22, so a support with c of order one changes the layer appreciably. Energy lost in the support must also be added. Independent losses add in 1/Q, so D/φ is an upper limit set by the material of the ribbon, provided that D is computed for the mode with the actual support. A support that yields without loss reduces the bending in the layer and raises D above its value for rigid clamps.

The width enters through the modulus. In a ribbon much wider than ℓ, lateral strain from bending is suppressed in the layer. Setting the lateral bending strain to zero in the plane-stress relation replaces E by E/(1 − ν²) there, which lengthens the layer and lowers D by the factor √(1 − ν²). In the example ℓ is only 4.6h, so the narrow condition holds only for a width of about one thickness. For ν = 0.25, thin-plate theory of the layer with uniaxial stress gives D ≈ 1085 at b = ℓ and D ≈ 1067 at b = 5ℓ, and the wide limit is D ≈ 1057.

Finally, the scaling of Q with stress holds at fixed φ. Stress also changes the frequency, so if φ depends on frequency, its value at the new mode frequency must be used.
